# Choosing the ion fluence for one donor per site

## Problem

One type of donor qubit uses a single donor atom at a chosen place in a crystal. A mask with a small aperture of area \(A\) is laid over each site, and the sample is exposed to an ion beam of fluence \(F\), the mean number of ions per unit area. Annealing then makes each implanted ion an active donor with probability \(\eta\), where \(0<\eta\le 1\).

Assume the following.

- Ions arrive independently of one another, one at a time.
- The fluence is set in advance, and nothing is detected during the exposure.
- Each ion is activated or not independently of the others, and \(\eta\) does not depend on \(F\).

(a) Find the probability \(P_1\) that a site holds exactly one active donor.

(b) Which fluence makes \(P_1\) largest, and how large can it become?

(c) Evaluate the result for a circular aperture of diameter 20 nm and \(\eta=0.6\). How many sites in an array of 400 independent sites are expected to hold one active donor, and with what standard deviation?

Nanometres are the natural unit of length here, so atomic units are not used.

## Hints

1. Let \(m=FA\) be the mean number of ions through the aperture. Ask how the probability of having received \(k\) ions changes when \(m\) grows by a small amount.
2. A site with one active donor may have received one ion, or two ions of which one failed to activate, and so on. Add up all these cases.
3. The sum in hint 2 is an exponential series. Look for the one combination of \(\eta\) and \(m\) that survives.
4. For the maximum, examine the sign of the derivative on both sides of its zero, not only the zero itself.

## Solution

### The number of arriving ions

Let \(p_k(m)\) be the probability that \(k\) ions have arrived when the mean number delivered so far is \(m\). During a small further exposure \(dm\), one ion arrives with probability \(dm\), whatever happened before; two arrivals have a probability of order \(dm^2\) and drop out. A site enters state \(k\) from state \(k-1\) and leaves it towards \(k+1\), so

\[
\frac{dp_k}{dm}=p_{k-1}-p_k ,\qquad \frac{dp_0}{dm}=-p_0 ,
\]

with \(p_0(0)=1\) and all other \(p_k(0)=0\). Put \(p_k=e^{-m}q_k\). The derivative of the factor \(e^{-m}\) produces \(-p_k\), which cancels the loss term and leaves

\[
\frac{dq_k}{dm}=q_{k-1},\qquad \frac{dq_0}{dm}=0 .
\]

Hence \(q_0=1\), and repeated integration from zero gives \(q_1=m\), \(q_2=m^2/2\), and in general \(q_k=m^k/k!\). The result is the Poisson distribution,

\[
p_k=e^{-m}\,\frac{m^k}{k!}.
\]

Time does not appear. The beam current may vary during the exposure in a prescribed way, since only the accumulated mean \(m\) matters.

### The number of active donors

Suppose \(k\ge 1\) ions have arrived. Any one of the \(k\) may be the active one, with probability \(\eta\), while the other \(k-1\) must all fail, with probability \((1-\eta)^{k-1}\). The chance of exactly one active donor is then \(k\,\eta\,(1-\eta)^{k-1}\). Weighting this with \(p_k\) and summing,

\[
P_1=\sum_{k=1}^{\infty}e^{-m}\frac{m^k}{k!}\,k\,\eta\,(1-\eta)^{k-1}.
\]

Since \(k/k!=1/(k-1)!\), and one factor \(m\) can be taken out of \(m^k\),

\[
P_1=\eta m\,e^{-m}\sum_{k=1}^{\infty}\frac{[m(1-\eta)]^{k-1}}{(k-1)!}
=\eta m\,e^{-m}\,e^{m(1-\eta)}=\eta m\,e^{-\eta m}.
\]

With the mean number of active donors \(\mu=\eta m=\eta FA\), the answer to (a) is

\[
P_1=\mu\,e^{-\mu}.
\]

A site has no active donor if all its ions fail, so

\[
P_0=\sum_{k=0}^{\infty}e^{-m}\frac{m^k}{k!}(1-\eta)^k=e^{-m}e^{m(1-\eta)}=e^{-\mu}.
\]

The remaining probability belongs to sites with two or more active donors:

\[
P_{\ge 2}=1-P_0-P_1=1-(1+\mu)e^{-\mu}.
\]

The yield enters these results only through \(\mu\). A low yield can therefore be compensated by a higher fluence, as long as the assumptions of the problem still hold at that fluence.

### The maximum

By the product rule,

\[
\frac{dP_1}{d\mu}=e^{-\mu}-\mu e^{-\mu}=(1-\mu)\,e^{-\mu}.
\]

The exponential is positive, so the derivative is positive for \(\mu<1\), zero at \(\mu=1\) and negative for \(\mu>1\). Thus \(P_1\) rises up to \(\mu=1\) and falls from there on. This point is the single maximum over all \(\mu\ge 0\), and

\[
P_1^{\max}=\frac1e\approx 36.8\ \%,\qquad F_{\rm opt}=\frac{1}{\eta A}.
\]

The derivative also has a direct meaning. The two terms in its first form are \(P_0\) and \(P_1\), so

\[
\frac{dP_1}{d\mu}=P_0-P_1 .
\]

A little more exposure turns some empty sites into singly occupied ones, in proportion to \(P_0\), and spoils some singly occupied sites by adding a second donor, in proportion to \(P_1\). The best exposure is where gain and loss balance. Because \(P_1=\mu P_0\), the balance \(P_0=P_1\) requires \(\mu=1\).

The limits agree with this picture. For \(\mu\ll1\), \(P_1\approx\mu\): nearly all sites are empty, so almost every added donor produces a singly occupied site. For \(\mu\gg1\), most sites hold several donors, and the factor \(e^{-\mu}\) drives \(P_1\) towards zero.

### What is being counted

The maximum refers to one *active* donor. The site may also contain ions that failed to activate; at the optimum their mean number is \((1-\eta)m=(1-\eta)/\eta\). If such ions are unacceptable, only the term \(k=1\) of the sum may be kept, which is \(\eta\,m e^{-m}\). Its maximum lies at \(m=1\) and equals \(\eta/e\), which is smaller than \(1/e\) unless \(\eta=1\).

The model counts donors per aperture and says nothing about where they come to rest. In a real sample, straggling of the ions in the crystal and diffusion during annealing spread the final position in depth and sideways, so \(P_1\) is not the probability of a donor at a prescribed lattice position. The yield \(\eta=0.6\) is an example value, not that of a particular dopant or process.

The result also relies on independent activation. If damage left by one ion changes the chance that its neighbour activates, the factor \(k\eta(1-\eta)^{k-1}\) is no longer correct, and the maximum must be worked out anew.

### Numbers for part (c)

The aperture area is

\[
A=\frac{\pi(20\ \text{nm})^2}{4}=314.16\ \text{nm}^2 ,
\]

and the optimum fluence is

\[
F_{\rm opt}=\frac{1}{0.6\times 314.16\ \text{nm}^2}=5.305\times10^{-3}\ \text{nm}^{-2}.
\]

Since \(1\ \text{nm}^{-2}=10^{14}\ \text{cm}^{-2}\), this is \(5.305\times10^{11}\ \text{cm}^{-2}\). The mean number of arriving ions is \(m=1/0.6=1.667\), which gives on average one active donor.

At this fluence \(P_0=P_1=1/e=0.3679\) and \(P_{\ge2}=1-2/e=0.2642\). An average of one donor per site therefore does not mean one donor at most sites: nearly two thirds of them are either empty or multiply occupied.

For \(N=400\) independent sites, the expected number with one active donor is

\[
NP_1=400\times0.3679=147.2 .
\]

To find the spread, assign to each site the value 1 if it holds one active donor and 0 otherwise. The square of this variable equals the variable itself, so its variance is \(P_1-P_1^2\). Variances of independent sites add, and the standard deviation of the total is

\[
\sqrt{NP_1(1-P_1)}=\sqrt{400\times0.3679\times0.6321}=9.6 .
\]

A simulation of 500 such arrays with random waiting times between ions gave a mean of 147.4 and a standard deviation of 9.9, in agreement within the sampling error. The numerical output follows this text.

It matters which mean is set to one. If the yield is ignored and the fluence is chosen so that one *ion* arrives on average, then \(\mu=0.6\) and \(P_1=0.6\,e^{-0.6}=0.3293\) instead of 0.3679.

## Variation 1: an error in the dose

*The fluence misses its optimum by a relative error \(\delta\). How much of the maximum is lost?*

Now \(\mu=1+\delta\), and

\[
\frac{P_1}{P_1^{\max}}=\frac{(1+\delta)e^{-1-\delta}}{e^{-1}}=(1+\delta)\,e^{-\delta}.
\]

Insert \(e^{-\delta}=1-\delta+\delta^2/2-\delta^3/6+\dots\) and multiply out. The linear terms \(+\delta\) and \(-\delta\) cancel, as they must at a maximum. The quadratic terms give \(\delta^2/2-\delta^2=-\delta^2/2\), and the cubic ones \(-\delta^3/6+\delta^3/2=+\delta^3/3\):

\[
\frac{P_1}{P_1^{\max}}=1-\frac{\delta^2}{2}+\frac{\delta^3}{3}+\dots
\]

For an error of 20 %, the quadratic estimate is 0.9800. The full expression gives 0.9771 if the dose is too low and 0.9825 if it is too high, so \(P_1\) is 0.3595 or 0.3614. The cubic term, \(\pm0.0027\), accounts for nearly all of the difference between the two sides: for errors of this size, an overdose costs slightly less than an equal underdose.

If the dose varies at random from site to site, \(P_1\) must be averaged over the values of \(\mu\). None of the averaged values exceeds \(1/e\), so the average cannot exceed it either. Dose fluctuations offer no way past the maximum.

## Variation 2: stopping the beam after the first ion

*An ideal detector registers every arriving ion, gives no false signals, and switches the beam off before a second ion can arrive. Does the limit \(1/e\) still hold?*

Let \(m\) now be the mean number of ions that would arrive within the allowed time if the beam were never stopped. No ion arrives with probability \(e^{-m}\); in all other cases exactly one does. That ion must still be activated, so

\[
P_1=\eta\,(1-e^{-m}).
\]

This grows steadily with \(m\) and approaches \(\eta\). For \(\eta=0.6\) and \(m=10\) it is 0.6000, well above \(1/e\). The limit \(1/e\) thus belongs to exposures in which only the mean number of ions is fixed in advance and the arrivals are Poisson distributed: there the arrival of the first ion has no influence on the arrival of the second. If instead the total number \(N\) of ions is fixed and each passes the aperture independently with probability \(p\), then \(P_1=Np\eta\,(1-p\eta)^{N-1}\). For \(N\eta\ge1\) its maximum, at \(p\eta=1/N\), is \((1-1/N)^{N-1}\), which lies above \(1/e\) (0.5 for \(N=2\), 0.3681 for \(N=1000\)) and approaches it as \(N\) grows.

Detection of this kind is not an advantage for every yield. It allows one attempt per site, so \(P_1\) stays below \(\eta\). The blind exposure reaches \(1/e\) for any \(\eta\), because further ions can make up for those that fail. Stopping after the first ion can therefore beat the best blind exposure if \(\eta>1/e\), given enough time, but not if \(\eta\le1/e\). This threshold concerns stopping at the first ion only. If the same detector stops the beam after \(k\) ions, then, given enough time, \(P_1=k\eta(1-\eta)^{k-1}\). Take \(k\) as the integer part of \(1/\eta\), so that \(1/(k+1)<\eta\le 1/k\). On this interval the expression grows with \(\eta\), so it exceeds its value at \(\eta=1/(k+1)\), which is \((1+1/k)^{-k}>1/e\). Counting ions thus beats the blind exposure at every yield; for \(\eta=0.3\) and \(k=3\), \(P_1=0.441\).

## Computed results

```
aperture diameter: 20.0 nm
aperture area: 314.16 nm^2
activation yield eta: 0.60
optimum fluence: 5.3052e-03 nm^-2
optimum fluence, converted: 5.305e+11 cm^-2
mean arriving ions at optimum: 1.6667
mean active donors at optimum: 1.0000
maximum chance of exactly one donor: 0.367879
1/e: 0.367879
maximum chance in percent: 36.8 %
chance of no donor at optimum: 0.3679
chance of two or more donors at optimum: 0.2642
maximum chance for yield 0.25: 0.367879
maximum chance for yield 1.00: 0.367879
curvature of P1 at mu = 1, finite difference: -0.3679
relative dose error: 20 %
chance of one donor, dose too low: 0.3595
chance of one donor, dose too high: 0.3614
ratio to maximum, dose too low: 0.9771
ratio to maximum, dose too high: 0.9825
ratio to maximum, quadratic estimate: 0.9800
chance of one donor if mean arriving ions = 1: 0.3293
time limit with detection, in mean arrivals: 10.0
chance of one donor with ideal detection: 0.6000
sites in array: 400
expected singly occupied sites: 147.2
standard deviation of that number: 9.6
simulated arrays: 500
simulated mean of singly occupied sites: 147.4
simulated standard deviation: 9.9
```
